\section*{Effective resistivity of a metal line in a barrier-lined trench}

\section*{The problem}

A metal line is made by cutting a straight trench of rectangular cross-section into an insulator, coating the trench with a thin barrier layer, and filling the rest with metal. The trench has width $w$ and depth $h$, both measured before anything is deposited. The barrier has the same thickness $t$ on the two sidewalls and on the bottom, measured perpendicular to each surface. The metal is flush with the top of the trench, and no barrier lies over it inside the trench.

The barrier carries no current; part (g) examines this assumption. The metal obeys Ohm's law locally, with a uniform resistivity $\rho_m$, and the current is steady. Some metal must remain, so $0\le t<w/2$ and $t<h$.

Let $R/L$ be the resistance per length of the line far from its contacts. The effective resistivity referred to the trench area is defined by
\begin{equation}
\rho_{\rm eff}=\frac{R}{L}\,wh .
\label{def}
\end{equation}
It is the resistivity that a uniform material filling the whole trench would need in order to give the same resistance per length.

The numerical example uses round model parameters: $w=20$~nm, $h=40$~nm, $t=2$~nm and $\rho_m=40$~n$\Omega\,$m. Since $1~\mathrm{n}\Omega\,\mathrm{m}=10^{-9}~\Omega\,\mathrm{m}=1~\Omega\,\mathrm{nm}$, a resistivity in n$\Omega\,$m divided by an area in nm$^2$ gives a resistance per length in $\Omega$/nm directly.

\subsection*{(a) Find the cross-sectional areas of the metal and of the barrier.}

\textbf{Solution.} Let $x$ run across the trench from $0$ to $w$, and $y$ upward from the trench bottom at $0$ to the top at $h$. The sidewall layers occupy $0<x<t$ and $w-t<x<w$, and the bottom layer occupies $0<y<t$. The metal fills what is left, $t<x<w-t$ and $t<y<h$. Its width and height are
\begin{equation}
a=w-2t,\qquad b=h-t .
\end{equation}
The width loses two thicknesses because there are two sidewalls. The height loses one, because the top is open. The metal area is therefore
\begin{equation}
A_m=ab=(w-2t)(h-t).
\label{Am}
\end{equation}

For the barrier, take the two sidewall layers over the full depth, with area $2th$. The part of the bottom layer not yet counted has width $w-2t$ and thickness $t$. Hence
\begin{equation}
A_b=2th+t(w-2t)=2th+tw-2t^2 .
\label{Ab}
\end{equation}
Expanding the metal area gives a check:
\begin{equation}
A_m=wh-wt-2th+2t^2=wh-A_b .
\end{equation}
Three full strips would have the total area $t(w+2h)$. This exceeds $A_b$ by $2t^2$, because each of the two bottom corners, a square of area $t^2$, is then counted twice.

In the example $a=16$~nm and $b=38$~nm, so $A_m=16\times38=608~\mathrm{nm}^2$. The trench area is $20\times40=800~\mathrm{nm}^2$, which leaves $A_b=192~\mathrm{nm}^2$. Three full strips would give $200~\mathrm{nm}^2$; the excess is $2t^2=8~\mathrm{nm}^2$. The barrier is a tenth of the trench width on each side, yet the metal keeps only 76\% of the trench area.

\subsection*{(b) Show that the current density is uniform far from the contacts, and find $R/L$.}

\textbf{Solution.} Let $z$ run along the line and let $\phi$ be the electric potential. Ohm's law is $\mathbf J=-\nabla\phi/\rho_m$. In a steady state $\nabla\cdot\mathbf J=0$, and since $\rho_m$ is uniform,
\begin{equation}
\nabla^2\phi=0\quad\text{in the metal}.
\end{equation}
No current crosses the side surfaces of the metal: the barrier and whatever lies above the line are nonconducting. The normal derivative of $\phi$ therefore vanishes there.

Measure $x'=x-t$ and $y'=y-t$ from the lower corner of the metal. The products
\begin{equation}
\cos\frac{m\pi x'}{a}\,\cos\frac{n\pi y'}{b}\,Z(z),\qquad m,n=0,1,2,\dots
\end{equation}
satisfy the side conditions, because the derivative of each cosine is a sine that vanishes at both edges. These cosines form a complete set on the rectangle, so $\phi$ is a sum of such products. Inserting one of them into Laplace's equation gives
\begin{equation}
Z''=k_{mn}^2Z,\qquad k_{mn}^2=\left(\frac{m\pi}{a}\right)^2+\left(\frac{n\pi}{b}\right)^2 .
\end{equation}
For $m=n=0$ this is $Z''=0$, so $Z$ is linear in $z$. Every other term is a combination of $e^{-k_{mn}z}$ and $e^{k_{mn}z}$: one part decays away from the contact at one end, the other away from the contact at the other end. Far from both contacts the linear term remains,
\begin{equation}
\phi=\phi_0-Ez,\qquad J_z=-\frac{1}{\rho_m}\frac{\partial\phi}{\partial z}=\frac{E}{\rho_m},
\end{equation}
and the current density is uniform and parallel to the line. The total current is
\begin{equation}
I=J_zA_m=\frac{EA_m}{\rho_m}.
\end{equation}
The voltage drop over a length $L$ of this region is $EL$. Dividing by $I$ and by $L$,
\begin{equation}
\frac{R}{L}=\frac{E}{I}=\frac{\rho_m}{A_m}=\frac{\rho_m}{(w-2t)(h-t)} .
\label{RL}
\end{equation}

The slowest decay belongs to the smallest nonzero $k_{mn}$, which is $\pi/\max(a,b)$. In the example the decay length is $38/\pi\approx12$~nm, so ``far from the contacts'' means several times this distance. The resistance per length is $40/608=0.06579~\Omega/\mathrm{nm}$, or $65.79~\Omega$ per micrometre.

\subsection*{(c) Find the effective resistivity, and separate the parts played by the sidewalls and the bottom.}

\textbf{Solution.} Insert (\ref{RL}) into the definition (\ref{def}):
\begin{equation}
\rho_{\rm eff}=\rho_m\,\frac{wh}{(w-2t)(h-t)} .
\label{main}
\end{equation}
Dividing the first bracket by $w$ and the second by $h$ gives
\begin{equation}
\frac{\rho_{\rm eff}}{\rho_m}=\frac{1}{1-2t/w}\;\frac{1}{1-t/h}.
\label{factors}
\end{equation}
The first factor comes from the sidewalls and the second from the bottom. They multiply because one layer pair reduces the width and the other layer reduces the height. The sidewall factor is the larger when $2t/w>t/h$, that is, when $2h>w$. For $t=0$ both factors are 1 and $\rho_{\rm eff}=\rho_m$, as they must be.

In the example the sidewall factor is $1/(1-0.2)=1.2500$ and the bottom factor is $1/(1-0.05)=1.0526$. Their product is $1.3158$, so
\begin{equation}
\rho_{\rm eff}=40\times\frac{800}{608}=52.63~\mathrm{n}\Omega\,\mathrm{m}=5.263~\mu\Omega\,\mathrm{cm}.
\end{equation}
The metal itself still has $40~\mathrm{n}\Omega\,\mathrm{m}$. The increase of 32\% relative to $\rho_m$ expresses the lost area and nothing else. Conversely, if $R/L$ is measured and multiplied by the trench area, the result must be divided by $1.3158$ before it can be read as a property of the metal. This divisor holds for the ideal geometry only: a rectangular trench and a uniform, nonconducting barrier of known thickness. An uncertainty of $\pm0.3$~nm in $t$ moves it between $1.26$ and $1.38$. Sidewalls tilted by $2^\circ$, with $w=20$~nm at the top and the nominal area $wh$ retained, raise it to about $1.43$.

Scattering of the carriers at surfaces and grain boundaries can raise the resistivity of a narrow line above that of the bulk metal. Such a rise belongs in $\rho_m$, which is the resistivity of the metal as it is in the line. The geometric factor does not contain it.

\subsection*{(d) A real contact may touch only part of the end face. How can $R/L$ still be obtained from total resistances?}

\textbf{Solution.} For $(m,n)\ne(0,0)$ the product of cosines integrates to zero over the cross-section, so the decaying terms carry no net current. The whole current $I$ belongs to the linear term, whose slope is $E=\rho_mI/A_m$ at every $z$, even close to a contact. The decaying terms do add to the voltage between the contacts. A term that starts at one end reaches the other reduced by $e^{-k_{mn}L}$. When $L$ is many decay lengths, each end therefore contributes a voltage that is proportional to $I$ and independent of $L$, and
\begin{equation}
R(L)\simeq\frac{\rho_m}{A_m}L+R_c ,
\end{equation}
where $R_c$ is the spreading resistance of the two ends. Two lines with the same cross-section and the same contacts have the same $R_c$, so it cancels in the difference:
\begin{equation}
\frac{R(L_2)-R(L_1)}{L_2-L_1}\simeq\frac{\rho_m}{A_m}.
\end{equation}

The numerical output contains such a case. Current conservation was solved on a three-dimensional grid of 2~nm cells, with an electrode 8~nm wide and 18~nm high on each metal end face, slightly less than a quarter of it, the two placed at diagonally opposite corners of the cross-section. The lines of 160 and 240~nm have resistances of $12.9951$ and $18.2583~\Omega$, so
\begin{equation}
\frac{18.2583-12.9951}{240-160}=\frac{5.2632}{80}=0.06579~\Omega/\mathrm{nm},
\end{equation}
in agreement with (\ref{RL}). The coupling between the ends is negligible here, since $e^{-160\pi/38}\approx2\times10^{-6}$. The shorter line alone would mislead: $12.9951/160=0.0812~\Omega/\mathrm{nm}$ is 23\% above the true resistance per length on this grid. The excess is $R_c=2.47~\Omega$, a value that is not converged in cell size, because the current crowds at the electrode edges. Cells of 1, 0.5 and 0.25~nm give $2.31$, $2.23$ and $2.20~\Omega$, and the continuum limit is about $2.16~\Omega$, which corresponds to an excess of about 20\% for the 160~nm line. The difference is less sensitive to the grid, because a linear potential also satisfies the grid equations and the barrier is a whole number of cells thick.

A second trench, with $w=24$~nm, $h=28$~nm and $t=4$~nm, tests the formula at another shape. Equation (\ref{main}) gives $24\times28/(16\times24)=1.7500$ for the ratio, and the grid solution gives the same value.

\subsection*{(e) Expand the result for a thin barrier, and judge the linear estimate.}

\textbf{Solution.} Write $u=2t/w$ and $v=t/h$. Both are below 1 by assumption, so each factor in (\ref{factors}) is a convergent geometric series:
\begin{align}
\frac{\rho_{\rm eff}}{\rho_m}
&=(1+u+u^2+\dots)(1+v+v^2+\dots)\nonumber\\
&=1+(u+v)+(u^2+uv+v^2)+\dots
\end{align}
Restoring $t$, with $u^2=4t^2/w^2$, $uv=2t^2/(wh)$ and $v^2=t^2/h^2$,
\begin{equation}
\frac{\rho_{\rm eff}}{\rho_m}=1+t\left(\frac2w+\frac1h\right)+t^2\left(\frac4{w^2}+\frac2{wh}+\frac1{h^2}\right)+\dots
\label{series}
\end{equation}
The linear term has a simple meaning. Over a common denominator it is
\begin{equation}
t\left(\frac2w+\frac1h\right)=\frac{t(w+2h)}{wh},
\end{equation}
the area of three full strips divided by the trench area. The doubly counted corners are of order $t^2$ and do not matter at this order.

Every term of the series is positive for $t>0$. Stopping at any order therefore gives too small a value. In the example the linear term is $200/800=0.25$ and the quadratic term is $0.04+0.01+0.0025=0.0525$. The estimates are $1.2500$ and $1.3025$, against the full $1.3158$. The linear estimate finds $0.25$ of an increase of $0.3158$, so it misses about a fifth of the increase. Since (\ref{factors}) is no harder to evaluate, the series serves for insight more than for numbers.

\subsection*{(f) What happens when the trench shrinks but the barrier does not? How thick may the barrier be for a given penalty?}

\textbf{Solution.} Keep the shape fixed by setting $h=\alpha w$ with constant $\alpha$. Then
\begin{equation}
\frac{\rho_{\rm eff}}{\rho_m}=\frac{1}{(1-2t/w)\,(1-t/(\alpha w))}.
\end{equation}
This depends on $t$ and $w$ through $t/w$ alone. If the barrier is thinned in proportion to the trench, the ratio stays the same. If $t$ is held fixed while $w$ falls, both brackets decrease and the ratio grows. For $\alpha=2$ and $t=2$~nm the values are

\begin{center}
\begin{tabular}{cc}
$w$ (nm) & $\rho_{\rm eff}/\rho_m$\\
\hline
80 & 1.066\\
40 & 1.140\\
20 & 1.316\\
10 & 1.852\\
5 & 6.250
\end{tabular}
\end{center}

The ratio diverges when the first of the two brackets reaches zero. The sidewall layers meet at $w=2t=4$~nm, whereas the depth would be used up at $w=t/\alpha=1$~nm, so here the sidewalls set the limit. At $w=5$~nm the metal is 1~nm wide, and the sidewall factor alone is $5/1=5$.

The resistance per length grows faster than this ratio, because the trench area shrinks too. From $w=20$ to $10$~nm the trench area falls by a factor of 4, and $R/L$ rises by $4\times1.852/1.316\approx5.6$ at fixed $\rho_m$. The table is a statement about area. A local Ohm's law with a $\rho_m$ independent of size is not a safe assumption when the width of the metal core is comparable with the mean free path of the carriers or smaller. In copper at room temperature this path is about 40~nm, while the cores in the last four rows are 36, 16, 6 and 1~nm wide. The actual resistance of such a series of lines cannot be predicted from one fixed $\rho_m$.

Now let the largest permitted ratio be $F>1$. This limits the penalty from lost area alone. If $\rho_m$ itself rises as the metal core narrows, the resistance increases by more than the factor $F$, and the barrier must be thinner than the value found here. Setting (\ref{main}) equal to $F\rho_m$ gives $(w-2t)(h-t)=wh/F$. Expanding the left side and collecting terms,
\begin{equation}
2t^2-(w+2h)t+wh\left(1-\frac1F\right)=0 .
\end{equation}
The quadratic formula gives two roots. The required one vanishes for $F=1$, when no penalty is allowed, which selects the minus sign:
\begin{equation}
t_{\max}=\frac{(w+2h)-\sqrt{(w+2h)^2-8wh(1-1/F)}}{4}.
\label{tmax}
\end{equation}
The root is real, because the expression under it is larger than $(w+2h)^2-8wh=(w-2h)^2\ge0$. For $F\to\infty$ it becomes
\begin{equation}
t_{\max}\to\frac{w+2h-|w-2h|}{4}=\min\left(\frac w2,\,h\right),
\end{equation}
the thickness at which the metal disappears. As a check, the example has $1/F=0.76$. Then $8wh(1-1/F)=6400\times0.24=1536$, the square root is $\sqrt{10000-1536}=92$, and $t_{\max}=(100-92)/4=2$~nm, the thickness from which the ratio was calculated.

\subsection*{(g) When may a real barrier be treated as nonconducting?}

\textbf{Solution.} Let the barrier have a finite, uniform resistivity $\rho_b$ and be in good electrical contact with the metal along the line, so that $\phi$ is continuous across their interface. Far from the ends, try the same potential $\phi=\phi_0-Ez$ in both materials. It satisfies Laplace's equation in each and is continuous between them. Its current is parallel to $z$, so none crosses the interface or the outer surfaces, and all conditions are met. Both materials therefore feel the same field $E$, and their currents add:
\begin{equation}
I=E\left(\frac{A_m}{\rho_m}+\frac{A_b}{\rho_b}\right).
\end{equation}
With $R/L=E/I$ and the definition (\ref{def}),
\begin{equation}
\rho_{\rm eff}=\frac{wh}{A_m/\rho_m+A_b/\rho_b}
=\frac{\rho_m wh}{A_m}\,\frac{1}{1+q},\qquad
q=\frac{\rho_mA_b}{\rho_bA_m}.
\label{leaky}
\end{equation}
The second form follows by taking $A_m/\rho_m$ out of the denominator. The number $q$ is the conductance of the barrier divided by that of the metal. Conduction in the barrier lowers $\rho_{\rm eff}$ by the fraction $q/(1+q)$ of its nonconducting value, so the condition for neglecting it is $q\ll1$.

Two limits check the formula. For $\rho_b\to\infty$, $q\to0$ and (\ref{main}) returns. For $\rho_b=\rho_m$, $1+q=(A_m+A_b)/A_m=wh/A_m$ and $\rho_{\rm eff}=\rho_m$, as it should be for a trench filled with one material.

Take $\rho_b=2000~\mathrm{n}\Omega\,\mathrm{m}$, fifty times $\rho_m$. Then
\begin{equation}
q=\frac{40\times192}{2000\times608}=0.00632,\qquad
\rho_{\rm eff}=\frac{52.632}{1.00632}=52.30~\mathrm{n}\Omega\,\mathrm{m}.
\end{equation}
The change is 0.6\%. The grid solution with this barrier, whose electrodes again touch only the metal, gives the same $52.30~\mathrm{n}\Omega\,\mathrm{m}$ from the difference of two lengths.

A large ratio $\rho_b/\rho_m$ is not enough by itself, because the areas enter as well. From $A_b=wh-A_m$,
\begin{equation}
q=\frac{\rho_m}{\rho_b}\left(\frac{wh}{A_m}-1\right).
\end{equation}
The bracket is the relative increase of resistivity for a nonconducting barrier. It is $0.316$ in the example, but $5.25$ for the 5~nm trench in part (f). With the same two resistivities, $q$ is then $5.25/50=0.105$, and the nonconducting formula is too high by 10.5\% relative to (\ref{leaky}). If the barrier is not thinned along with the trench, the approximation thus weakens in the narrowest trenches, where the barrier takes most of the area.

\section*{Numbers as computed}
\begin{verbatim}
trench width w = 20 nm
trench depth h = 40 nm
barrier thickness t = 2 nm
metal resistivity rho_m = 40 nOhm m
metal width w-2t = 16 nm
metal height h-t = 38 nm
trench area = 800 nm^2
metal area = 608 nm^2
barrier area = 192 nm^2
three full strips t(w+2h) = 200 nm^2
metal share of trench area = 0.7600
sidewall factor = 1.2500
bottom factor = 1.0526
rho_eff/rho_m = 1.3158
rho_eff = 52.632 nOhm m
rho_eff = 5.2632 microOhm cm
R/L = 0.06579 Ohm/nm
R/L = 65.79 Ohm/micrometre
linear estimate of ratio = 1.2500
quadratic estimate of ratio = 1.3025
grid solution, cell edge 2 nm, partial contacts:
R of 160 nm line = 12.9951 Ohm
R of 240 nm line = 18.2583 Ohm
R/L from difference = 0.06579 Ohm/nm
rho_eff from difference = 52.632 nOhm m
spreading resistance, both ends = 2.4688 Ohm
second trench w, h, t = 24, 28, 4 nm
second trench ratio, formula = 1.7500
second trench ratio, grid = 1.7500
conducting barrier rho_b = 2000 nOhm m
conductance ratio q = 0.00632
rho_eff with this barrier, formula = 52.301 nOhm m
rho_eff with this barrier, grid = 52.301 nOhm m
shrinking trench, h/w = 2, t = 2 nm:
w = 80 nm: rho_eff/rho_m = 1.0660
w = 40 nm: rho_eff/rho_m = 1.1396
w = 20 nm: rho_eff/rho_m = 1.3158
w = 10 nm: rho_eff/rho_m = 1.8519
w = 5 nm: rho_eff/rho_m = 6.2500
\end{verbatim}
